Langreth Rules for Contour Convolutions and Products, with a Two-Level Check, part 2

The Langreth rules express the components of contour convolutions and products through functions of ordinary variables. The first half of this text proved the convolution rules; the second half treats products and a two-level model.

Set ħ = 1. The contour γ runs forward from 0 to t_max, back to 0, and down the vertical track to −iβ, where β is the initial inverse temperature. Its line element dz is dt, −dt (limits in rising order) and −i dτ on the three pieces. "Later" means farther along γ. The step function θ(z,z') is 1 if z is later than z' and 0 if it is earlier, and δ(z,z') is the delta function on γ. A contour function has the form

K(z,z') = K^δ(z) δ(z,z') + θ(z,z') K^>(z,z') + θ(z',z) K^<(z,z'),

where the first term is the singular part and K^>, K^< do not depend on the horizontal branch. The definitions of part 10, for a function without a singular part, are

K^R(t,t') = θ(t−t') [K^>(t,t') − K^<(t,t')]
K^A(t,t') = −θ(t'−t) [K^>(t,t') − K^<(t,t')].

With vertical arguments,

K^⌉(t,τ) = K(t,−iτ) = K^<(t,−iτ)
K^⌈(τ,t) = K(−iτ,t) = K^>(−iτ,t)
K^M(τ,τ') = K(−iτ,−iτ').

For the convolution C(z,z') = ∫_γ dz₁ A(z,z₁) B(z₁,z'), the lesser component has t on the forward and t' on the backward branch, and obeys

C^< = A^R·B^< + A^<·B^A + A^⌉⋆B^⌈,

with

(f·g) = ∫₀^{t_max} dt₁ f(t₁) g(t₁)
(f⋆g) = −i ∫₀^β dτ f(τ) g(τ).

The other components have rules of their own. For the parallel product C(z,z') = A(z,z')B(z,z') without singular parts, the greater, lesser, mixed and vertical components multiply directly, and

C^R = A^RB^R + A^RB^< + A^<B^R
C^A = −A^AB^A + A^AB^< + A^<B^A.

The antiparallel product comes next.

12. Antiparallel products

Let C(z,z') = A(z,z')B(z',z), again with no singular parts. This is the structure of a particle–hole pair. For Green functions with z later than z', the factor A describes a particle added at z' and removed at z, and the factor B a hole created at z' and filled at z. Only the order of the arguments is opposite in the two factors. If z is later than z', the first argument of B is the earlier one. Thus

C^>(t,t') = A^>(t,t') B^<(t',t)
C^<(t,t') = A^<(t,t') B^>(t',t).

Add and subtract A^<(t,t')B^<(t',t) in the difference:

C^> − C^< = [A^>(t,t') − A^<(t,t')] B^<(t',t)
            − A^<(t,t') [B^>(t',t) − B^<(t',t)].

Exchanging the arguments in the definitions of part 10 gives

B^A(t',t) = −θ(t−t') [B^>(t',t) − B^<(t',t)]
B^R(t',t) = θ(t'−t) [B^>(t',t) − B^<(t',t)].

Multiplication of the difference by θ(t−t') now yields

C^R(t,t') = A^R(t,t') B^<(t',t) + A^<(t,t') B^A(t',t).

Multiplication by −θ(t'−t) yields

C^A(t,t') = A^A(t,t') B^<(t',t) + A^<(t,t') B^R(t',t).

The vertical components follow by inserting the arguments:

C^⌉(t,τ) = A^⌉(t,τ) B^⌈(τ,t)
C^⌈(τ,t) = A^⌈(τ,t) B^⌉(t,τ)
C^M(τ,τ') = A^M(τ,τ') B^M(τ',τ).

Singular parts are excluded from both product rules because the product of a delta function with a function that jumps at the same point has no definite value. In a convolution this difficulty is absent, since the delta function is integrated against the other factor.

13. A two-level model

Two fermion levels have energies e₁ and e₂ and a real coupling v. The state is thermal at first, and e₁ is switched at t = 0. Energies are given in units of v and times in units of ħ/v, with the chemical potential at zero:

v = 1, e₂ = 0.30, β = 2
e₁ = 0.50 before the switch, e₁ = −1.00 after it.

The vertical track carries the initial Hamiltonian and the horizontal branches carry the final one. With contour ordering T_γ, define

G_ab(z,z') = −i⟨T_γ c_a(z) c_b†(z')⟩.

Thus G_ab^>(t,t') = −i⟨c_a(t)c_b†(t')⟩ and G_ab^<(t,t') = +i⟨c_b†(t')c_a(t)⟩. If h(z) is the 2×2 matrix of energies and coupling, then

i dG(z,z')/dz = h(z)G(z,z') + δ(z,z').

The thermal trace makes G antiperiodic, G(−iβ,z') = −G(0,z'). The lower left element of the equation reads

(i d/dz − e₂) G₂₁(z,z') = v G₁₁(z,z').

Let g₂ be the Green function of level 2 alone, with the same β. It satisfies (i d/dz − e₂)g₂(z,z') = δ(z,z') and is antiperiodic. The claim is

G₂₁(z,z') = ∫_γ dz₁ g₂(z,z₁) v G₁₁(z₁,z').

The right side solves the same differential equation and is antiperiodic in z. The difference Y of the two sides therefore obeys i dY/dz = e₂Y. Going once around γ, the forward and backward phases cancel, and the vertical track gives Y(−iβ) = e^(−βe₂)Y(0). Antiperiodicity demands Y(−iβ) = −Y(0), hence (1 + e^(−βe₂))Y(0) = 0 and Y = 0.

This proof uses the thermal boundary conditions, with the same β for G and g₂; on the full contour a g₂ with another occupation does not satisfy the identity. (If the two levels start uncorrelated, each with its own occupation, the identity holds on the two horizontal branches alone, with g₂ carrying the initial occupation of level 2.) The Langreth rules needed no such condition, and they now give

G₂₁^< = v [g₂^R·G₁₁^< + g₂^<·G₁₁^A + g₂^⌉⋆G₁₁^⌈].

14. The contour on a mesh

Each piece of γ is divided into equal cells with one node at the centre of each. The weights are Δt, −Δt and −iΔτ, and the step function is set to ½ at coincidence. A convolution becomes a matrix product with these weights.

The algebra of the first half used θ(t−t') + θ(t'−t) = 1, which the value ½ respects. The rule for C^< therefore holds between the matrices themselves, apart from rounding. The largest absolute difference between the direct contour sum and the rule was 1.7×10⁻¹⁵ over three meshes. All components passed the same comparison on the coarsest mesh, with and without singular parts; retarded and advanced components were compared at unequal times.

The mesh does introduce an error relative to the continuous integral. In a cell of width Δ where the integrand f is smooth, the midpoint error is of order Δ³, and summing over a number of cells proportional to 1/Δ gives order Δ². In a cell with a jump at its centre, expand f on each side:

∫ f = (Δ/2)(f₊ + f₋) + (Δ²/8)(f'₊ − f'₋) + O(Δ³).

The mesh supplies the first term, because the value ½ averages the two sides. The error is again of order Δ². This requires that only one factor jumps in the cell, which is so for C^<, whose external points lie on different branches.

Against direct diagonalization, the largest error in G₂₁^< over a common set of time pairs is 1.72×10⁻³ for Δt = 0.1, 1.91×10⁻⁴ for a third of that step and 2.1×10⁻⁵ for a ninth. The ratios are 9.005 and 9.001, as second order predicts.

15. The three terms in numbers

Take t = 3.05 and t' = 1.25, with t_max = 4. On the finest mesh the terms of G₂₁^<(t,t') are

retarded–lesser: 0.5047 − 0.1940 i
lesser–advanced: −0.0641 + 0.2891 i
vertical: −0.0866 + 0.2594 i.

Their sum is

(0.5047 − 0.0641 − 0.0866) + (−0.1940 + 0.2891 + 0.2594) i = 0.3540 + 0.3545 i.

With more digits the sum is 0.354023 + 0.354536 i, and diagonalization gives 0.354029 + 0.354555 i. The difference is within the mesh error just stated.

On the finest mesh the nodes later than t = 3.05 contribute 0.1660 + 0.1280 i on the forward branch and the negative of this on the backward branch. This sum leaves out the upper half of the cell centred at t, so it differs at first order in the step from the continuous integral between t and t_max, which is 0.1671 + 0.1278 i. The late contributions are individually large, but they cancel.

Omitting the vertical term would leave 0.4406 + 0.0951 i. The omitted piece has modulus 0.27, about 55 percent of the modulus 0.50 of the full result. It does not die out as t grows. For the isolated level 2, with f₂ = 1/(e^(βe₂) + 1),

g₂^⌉(t,τ) = i f₂ e^(−ie₂t) e^(e₂τ).

The vertical term is thus e^(−ie₂t) times a function of t' alone, and its modulus is independent of t. This constancy comes from g₂ alone, which belongs to a single isolated level; G₁₁ enters only through the function of t'.

16. The current

The equation of motion dc₁/dt = −i(e₁c₁ + vc₂) gives, for n₁ = ⟨c₁†c₁⟩,

dn₁/dt = iv⟨c₂†c₁⟩ − iv⟨c₁†c₂⟩ = 2v Im⟨c₁†c₂⟩.

The terms with e₁ cancel. Since G₂₁^<(t,t) = i⟨c₁†c₂⟩, the average is −iG₂₁^<(t,t), whose imaginary part is −Re G₂₁^<(t,t). The particle current into level 1 is

dn₁/dt = −2v Re G₂₁^<(t,t).

At t = 3.05 the three terms of the Langreth rule contribute, in the same order as before and in units of v/ħ,

0.7289 + 0.1132 − 0.4683 = 0.3738.

A numerical time derivative of the occupation, computed in the space of many-particle states, gives 0.3738 as well. Without the vertical term the current would be 0.8420, more than twice the correct value. The three parts are pieces of one contour integral and not three separately measured currents.

17. Checking the parallel rule

Two levels have four many-particle states, so correlators can be computed there directly from commutators. For the pair operator P = c₁c₂ define Π(z,z') = −i⟨T_γ P(z)P†(z')⟩. For z later than z', Wick's theorem for this noninteracting model gives

⟨P(z)P†(z')⟩ = ⟨c₁c₁†'⟩⟨c₂c₂†'⟩ − ⟨c₁c₂†'⟩⟨c₂c₁†'⟩,

where a prime marks an operator at z'. Each average is iG^>, so the product carries i² = −1. The opposite order gives the same structure with (−i)² = −1. Pair operators contain an even number of fermion operators, so their reordering brings no extra sign. Hence

Π = i(G₁₁G₂₂ − G₁₂G₂₁),

a difference of two parallel products. At the times above, the terms RR, R< and <R of the retarded rule, each evaluated for the whole difference, add to

(0.9521 − 0.3468 − 0.4407) + (−0.3058 + 0.1114 + 0.1415) i = 0.1646 − 0.0529 i.

The commutator gives the same number.

This result has a simple meaning. The final Hamiltonian gives the pair the energy E = e₁ + e₂ = −0.70, and [P,P†] = 1 − n̂₁ − n̂₂, where n̂₁ and n̂₂ are the number operators. Their sum is conserved, with mean N. For t > t',

Π^R(t,t') = −i e^(−iE(t−t')) (1 − N).

For a quadratic Hamiltonian the anticommutator of c_a(t) and c_b†(t') is a number, so G^R, and with it the term RR, does not depend on the state. With N = 0 the lesser functions vanish and RR alone remains, so in every state RR is the factor in front of 1 − N. The two terms containing lesser functions supply −N times that factor. They account for two effects: a pair can be added only with weight ⟨(1 − n̂₁)(1 − n̂₂)⟩, and the weight ⟨n̂₁n̂₂⟩ for removing a pair is subtracted; the difference of the two weights is 1 − N. From the real parts, 1 − N = 0.1646/0.9521 = 0.173, or N = 0.827.

18. Checking the antiparallel rule

For Q = c₁†c₂, subtract the product of averages from ⟨T_γ Q(z)Q†(z')⟩ and multiply by −i. For z later than z', the remaining Wick term is

⟨c₁†(z)c₁(z')⟩⟨c₂(z)c₂†(z')⟩ = [−iG₁₁^<(z',z)][iG₂₂^>(z,z')] = G₂₂^>(z,z')G₁₁^<(z',z).

The other order gives G₂₂^<(z,z')G₁₁^>(z',z). The correlator is therefore L(z,z') = −iG₂₂(z,z')G₁₁(z',z), and

L^R(t,t') = −i[G₂₂^R(t,t')G₁₁^<(t',t) + G₂₂^<(t,t')G₁₁^A(t',t)].

The numbers are

G₂₂^R(t,t') = −0.6902 + 0.1709 i, G₁₁^<(t',t) = 0.1153 − 0.5587 i
G₂₂^<(t,t') = 0.0036 − 0.0803 i, G₁₁^A(t',t) = 0.0484 − 0.7094 i.

After multiplication by −i, the two products are 0.4054 − 0.0159 i and −0.0064 + 0.0568 i. Their sum is 0.3989 + 0.0409 i to four decimals when the unrounded terms are added, in agreement with the commutator.

Each term pairs one propagating factor with one lesser function. In the empty state the lesser functions vanish, and so does L^R. In the full state the greater functions vanish, so for t > t' one has G₂₂^R(t,t') = −G₂₂^<(t,t') and G₁₁^A(t',t) = G₁₁^<(t',t); the two terms cancel and L^R is again zero. For both correlators, the mixed, vertical and advanced components were also tested against the many-particle calculation; the largest absolute difference was 1.8×10⁻¹⁴. The numerical output lists the remaining digits.

Calculated quantities

```
Energies in v, times in hbar/v, Green functions with hbar = 1
coupling v: 1.00 v
level 1 before and after switch: 0.50, -1.00 v
level 2: 0.30 v
inverse temperature beta: 2.00 1/v
contour length t_max: 4.00 hbar/v
external times t, t': 3.05, 1.25 hbar/v
finest real-time step: 0.011111 hbar/v
finest mesh, nodes per branch: 360, vertical: 180
-- convolution, lesser component at (t, t'), finest mesh
retarded.lesser term: +0.504739 -0.193975 i
lesser.advanced term: -0.064139 +0.289119 i
vertical term: -0.086577 +0.259392 i
Langreth sum: +0.354023 +0.354536 i
direct contour sum: +0.354023 +0.354536 i
diagonalization G21<: +0.354029 +0.354555 i
late tail, forward branch: +0.165968 +0.127974 i
late tail, backward branch: -0.165968 -0.127974 i
largest vertical term over all times: 0.354979
rule minus contour sum, lesser, all meshes: 1.7e-15
same, all components, coarse mesh: 1.0e-15
same, with singular parts: 1.4e-15
mesh error of G21<, step 0.10000: 1.722e-03
mesh error of G21<, step 0.03333: 1.912e-04
mesh error of G21<, step 0.01111: 2.125e-05
error ratios for step / 3: 9.005, 9.001
-- particle current into level 1 at t, in v/hbar
part from retarded.lesser: +0.728855
part from lesser.advanced: +0.113180
part from vertical: -0.468253
Langreth, finest mesh: +0.373782
Langreth, extrapolated to zero step: +0.373782
derivative of occupation: +0.373782
-- parallel product: retarded pair correlator at (t, t')
R R term: +0.952090 -0.305817 i
R lesser term: -0.346777 +0.111387 i
lesser R term: -0.440680 +0.141549 i
rule: +0.164633 -0.052881 i
Fock-space commutator: +0.164633 -0.052881 i
largest gap, all components: 6.8e-15
-- antiparallel product: retarded hopping correlator at (t, t')
G22 retarded (t,t'): -0.690213 +0.170874 i
G22 lesser (t,t'): +0.003609 -0.080269 i
G11 lesser (t',t): +0.115343 -0.558749 i
G11 advanced (t',t): +0.048392 -0.709401 i
R lesser term: +0.405365 -0.015864 i
lesser A term: -0.006445 +0.056768 i
rule: +0.398920 +0.040904 i
Fock-space commutator: +0.398920 +0.040904 i
largest gap, all components: 1.8e-14
```
